\section*{Full-Depletion Gate-Voltage Shift from Uniform Added Donors in Thin Films, part 1}

(Sections cited here and not found follow in the second part.)

\section{From one sheet of charge to a film with electrons}

\subsection{The situation}

A transistor with a thin amorphous-oxide channel is held for some time with its gate negative while light falls on it. It is then returned to the dark and measured again. Suppose that its current now disappears at a more negative gate voltage than before. One possible cause is that the stress has left extra positively charged donors in the body of the film. The gate must then supply more negative charge before the film is empty of electrons. How much more gate voltage does this take, and how does the amount depend on the thickness of the film?

The geometry is one-dimensional. The film occupies $0<x<d$ and has permittivity $\varepsilon_s$. An insulator of thickness $t_i$ and permittivity $\varepsilon_i$ lies at $-t_i<x<0$, with the gate on its far side, at $x=-t_i$. The capacitance per area of the insulator is $C_i=\varepsilon_i/t_i$. The surface at $x=d$, away from the gate, is called the back surface, and for now it carries no charge. The elementary charge $q$ is positive. The source is grounded and the drain voltage is vanishingly small, so that the film has one Fermi level.

\subsection{The simplest case: one sheet of charge}

Take a film with no electrons left in it, and add a single sheet of positive charge at depth $x_0$. Let $\sigma$ be the number of elementary charges per area, so that the charge per area is $q\sigma$. We ask how far the gate potential must move if the potential at the back surface is to stay where it was. The reason for holding the back potential fixed is that the electrons leave this surface last: positive charge in the film makes the potential rise with distance from a negative gate, and electrons collect where the potential is highest.

By Gauss's law the displacement is the same throughout any region without charge, and it jumps by $q\sigma$ at the sheet. The back surface carries no charge and there is no applied field beyond it, so the added field vanishes between the sheet and the back. All the field lines of the sheet run to the gate. Let $\delta\psi$ be the added electrostatic potential. The electric field is $-d\,\delta\psi/dx$ and it points toward the gate, which is the negative $x$ direction. Hence
\begin{equation}
\frac{d\,\delta\psi}{dx}=
\begin{cases}
q\sigma/\varepsilon_i, & -t_i<x<0,\\
q\sigma/\varepsilon_s, & 0<x<x_0,\\
0, & x_0<x<d .
\end{cases}
\end{equation}
With $\delta\psi(d)=0$ we go from the back toward the gate. The potential is unchanged as far as the sheet, then falls by $q\sigma x_0/\varepsilon_s$ in the film, and then by $q\sigma t_i/\varepsilon_i=q\sigma/C_i$ in the insulator. The gate voltage therefore changes by
\begin{equation}
\delta V=-q\sigma\left(\frac{1}{C_i}+\frac{x_0}{\varepsilon_s}\right).
\label{eq:sheet}
\end{equation}

Two limits test this. A sheet at the insulator, $x_0=0$, gives $-q\sigma/C_i$, the voltage of a capacitor $C_i$ with charge $q\sigma$. A sheet at the back gives $-q\sigma(1/C_i+d/\varepsilon_s)$, the voltage of two capacitors in series, the insulator and the whole film, with the same charge on both. A charge thus counts for more the farther it lies from the gate.

\subsection{A uniform density of charge}

Now add a uniform density $\Delta N$ of positive donor charges. A donor that has given up two electrons counts twice. A slice of thickness $dx$ is a sheet with $\sigma=\Delta N\,dx$. For fixed charges Poisson's equation is linear, so the contributions of the slices add:
\begin{align}
\Delta V&=-q\Delta N\int_0^d\left(\frac{1}{C_i}+\frac{x}{\varepsilon_s}\right)dx\nonumber\\
&=-\frac{q\Delta N\,d}{C_i}-\frac{q\Delta N\,d^2}{2\varepsilon_s}.
\label{eq:two}
\end{align}
The first term is the extra voltage across the insulator. It is linear in $d$ because the total added charge is linear in $d$. The second is the extra voltage across the film. It has one factor $d$ from the amount of charge and another from the mean distance $d/2$ between this charge and the insulator.

The ratio of the second term to the first is $dC_i/(2\varepsilon_s)$. If the film is thin compared with $2\varepsilon_s/C_i$, the insulator term dominates and the shift is nearly proportional to thickness. If the insulator is made very thin at fixed $d$, then $C_i\to\infty$ and the quadratic term remains. The thickness at which the two terms are equal is
\begin{equation}
d_{\rm eq}=\frac{2\varepsilon_s}{C_i}=2t_i\frac{\varepsilon_s}{\varepsilon_i}.
\label{eq:equal}
\end{equation}

This argument leaves two gaps. It took the film to be empty, although some electrons remain at any temperature above zero. It also held the back potential fixed without connecting it to a definition of full depletion. Both gaps are closed by keeping the electrons in the equations.

\subsection{Electron density and gate voltage on one scale}

Let $E_C$ be the conduction-band edge and $E_F$ the Fermi level of the film, and define
\begin{equation}
\phi(x)=\frac{E_F-E_C(x)}{q},\qquad V_T=\frac{k_BT}{q}.
\end{equation}
When the electrons are classical and nondegenerate, their density is
\begin{equation}
n=N_c\,e^{\phi/V_T},
\label{eq:boltz}
\end{equation}
where $N_c$ is the effective density of states of the band. A fixed density at the back surface is therefore the same thing as a fixed value of $\phi$ there, whatever the donor density. This suggests the definition used here. The full-depletion gate voltage $V_{\rm fd}$ is the gate voltage at which the electron density at the back surface equals a chosen small value $n_c$, much smaller than the donor density $N$. The same $n_c$ is used before and after stress. The corresponding back potential is
\begin{equation}
\phi_c=V_T\ln\frac{n_c}{N_c}.
\end{equation}

To relate $\phi$ to the gate voltage $V_G$, let $\psi$ be the electrostatic potential and measure electron energies so that the local vacuum level is $-q\psi$. With the electron affinity $\chi$ as an energy, $E_C=-q\psi-\chi$, and so
\begin{equation}
\phi=\psi+\frac{E_F+\chi}{q}.
\end{equation}
We extend this $\phi$ through the insulator to the gate surface, where it is a shifted electrostatic potential. The Fermi level of the gate lies below its vacuum level by the work function $W$. It also lies at $E_F-qV_G$, since a positive gate voltage lowers electron energies. Hence $-q\psi_g-W=E_F-qV_G$, which gives $\psi_g=V_G-(E_F+W)/q$. Inserting this into the definition of $\phi$ at the gate cancels $E_F$:
\begin{equation}
\phi_g=V_G-V_0,\qquad V_0=\frac{W-\chi}{q}.
\label{eq:gate}
\end{equation}
The constant $V_0$ does not contain the donor density.

\subsection{The voltage balance with electrons kept}

In the film the charge density is $q(N-n)$. Holes are neglected, the donors are taken to be fully ionized everywhere, and any trapped charge is taken not to change. Poisson's equation and the condition of no back-surface charge are
\begin{equation}
\frac{d^2\phi}{dx^2}=-\frac{q}{\varepsilon_s}(N-n),\qquad
\left.\frac{d\phi}{dx}\right|_{x=d}=0 .
\label{eq:poisson}
\end{equation}
Integration from $x$ to $d$ gives $0-\phi'(x)$ on the left, so the minus signs cancel:
\begin{equation}
\phi'(x)=\frac{q}{\varepsilon_s}\int_x^d(N-n)\,dx'.
\label{eq:slope}
\end{equation}
We integrate once more, from $0$ to $d$, and exchange the order of integration. A charge at $x'$ contributes to the slope at every $x$ between $0$ and $x'$, so the inner integral gives a factor $x'$:
\begin{align}
\phi(0)&=\phi(d)-\int_0^d\phi'(x)\,dx\nonumber\\
&=\phi(d)-\frac{q}{\varepsilon_s}\int_0^d x'(N-n)\,dx'.
\label{eq:front}
\end{align}

With no charge in the insulator or at its interface with the film, the displacement is continuous, and the slope in the insulator is $\varepsilon_s\phi'(0)/\varepsilon_i$. Multiplying by $t_i$ gives the potential drop toward the gate:
\begin{equation}
V_G-V_0=\phi(0)-\frac{q}{C_i}\int_0^d(N-n)\,dx .
\label{eq:drop}
\end{equation}
Fixed charge in the insulator or at its interface would add a constant, which cancels when two states with the same such charge are subtracted.

At full depletion $\phi(d)=\phi_c$. Combining Eqs.~(\ref{eq:front}) and (\ref{eq:drop}), and separating donors from electrons, we obtain
\begin{equation}
V_{\rm fd}=V_0+\phi_c-AN+E,
\label{eq:identity}
\end{equation}
with
\begin{align}
A&=q\left(\frac{d}{C_i}+\frac{d^2}{2\varepsilon_s}\right),\\
E&=q\int_0^d n(x)\left(\frac1{C_i}+\frac{x}{\varepsilon_s}\right)dx .
\label{eq:E}
\end{align}
Within the stated model no approximation has been made in this balance. The electrons enter with the same weight as the donors and with the opposite sign.

\subsection{How much can the remaining electrons matter?}

Measure distance from the back surface by $s=d-x$, and let $w=\phi_c-\phi$ be the fall of the potential below its value at the back. Since $d^2w/ds^2=-d^2\phi/dx^2$, Eq.~(\ref{eq:poisson}) becomes
\begin{equation}
\frac{d^2w}{ds^2}=\frac q{\varepsilon_s}\left(N-n_c e^{-w/V_T}\right),\quad w(0)=w'(0)=0 .
\label{eq:w}
\end{equation}
For $N>n_c$ the right side is positive at $s=0$, so $w$ starts to rise. While $w\geq0$ the exponential does not exceed one and the right side stays positive. The slope therefore keeps growing and $w$ cannot return to zero. Hence $n\leq n_c$, with equality at the back surface alone. Replacing $n$ by $n_c$ in Eq.~(\ref{eq:E}) gives the bound
\begin{equation}
0<E<n_cA .
\end{equation}

The direction of the change in $E$ also follows. Multiply Eq.~(\ref{eq:w}) by $w'$ and integrate from the back surface:
\begin{equation}
\frac{w'^2}{2}=\frac q{\varepsilon_s}\left[Nw-n_cV_T\left(1-e^{-w/V_T}\right)\right].
\end{equation}
At a given $w>0$, a larger $N$ means a larger slope. A given fall $w$ is then reached at a smaller distance from the back, so at a given distance $w$ is larger and $n$ is smaller. Thus $E$ decreases as $N$ increases.

Let $N_1$ be the donor density before stress and $N_2=N_1+\Delta N$ the density after it. Subtracting Eq.~(\ref{eq:identity}) for the two states removes $V_0$ and $\phi_c$:
\begin{equation}
\Delta V_{\rm fd}=-A\Delta N+(E_2-E_1),\quad -n_cA<E_2-E_1<0 .
\label{eq:main}
\end{equation}
This is the two-term law of Eq.~(\ref{eq:two}) with a bound on its error. Relative to the law itself the error is smaller than $n_c/\Delta N$. As $n_c\to0$ the empty-film result is recovered, which was the case we started from.

\subsection{Numbers for a 40 nm film}

Take $d=40$ nm, $t_i=100$ nm, relative permittivities 10 for the film and 3.9 for the insulator, and $T=300$ K. The donor charge density rises from $1\times10^{17}$ to $3\times10^{17}\ {\rm cm^{-3}}$, and $n_c=1\times10^{14}\ {\rm cm^{-3}}$. The insulator has $C_i=0.03453\ {\rm \mu F/cm^2}$, and the added charge is $q\Delta N d=0.1282\ {\rm \mu C/cm^2}$. The two terms are
\begin{align}
-\frac{0.1282}{0.03453}\ {\rm V}&=-3.71\ {\rm V},\\
-\frac{(0.1282\times10^{-6})(40\times10^{-7})}{2(8.854\times10^{-13})}\ {\rm V}&=-0.29\ {\rm V},
\end{align}
where the second line uses $\varepsilon_s=8.854\times10^{-13}\ {\rm F/cm}$. Their sum is $-4.00$ V.

As a test, Eq.~(\ref{eq:poisson}) was solved numerically with the insulator included, and the gate voltage was varied until the back density equalled $n_c$. The shift found was $-4.00167$ V, against $-4.00134$ V from the two terms. The numerical shift is larger in magnitude by about 0.3 mV, with the sign required by Eq.~(\ref{eq:main}) and within the bound $n_cA=2.0$ mV. The electron term $E$ itself falls from 0.78 to 0.46 mV, which accounts for the difference. Halving the cells of the film mesh changed the shift by less than a microvolt.

\section{Tests, other charges and other criteria}

\subsection{Symbols and results carried over}

The film extends from the insulator at $x=0$ to the back surface at $x=d$ and has permittivity $\varepsilon_s$; the insulator has capacitance $C_i$ per area. The positive donor charge density changes uniformly from $N_1$ to $N_2=N_1+\Delta N$. The potential $\phi=(E_F-E_C)/q$ fixes the electron density $n=N_ce^{\phi/V_T}$, with $V_T=k_BT/q$. Full depletion means $n(d)=n_c$, or $\phi(d)=\phi_c$, with the same small $n_c$ in both states. With no back-surface charge the full-depletion voltage is
\begin{equation}
V_{\rm fd}=V_0+\phi_c-AN+E,\quad
A=q\left(\frac d{C_i}+\frac{d^2}{2\varepsilon_s}\right),
\label{eq:recall}
\end{equation}
where $V_0$ does not depend on $N$ and $E$ is the small contribution of the remaining electrons. The shift is $-A\Delta N$, apart from a negative error smaller in magnitude than $n_cA$. A sheet of $\sigma$ positive charges per area at depth $x$ shifts the voltage by $-q\sigma(1/C_i+x/\varepsilon_s)$. The example has $d=40$ nm, $N_1=1\times10^{17}$ and $N_2=3\times10^{17}\ {\rm cm^{-3}}$, and its shift is $-4.00$ V.

\subsection{Are there two powers of thickness and no others?}

Dividing the law by $-d$ turns it into a straight line in $d$:
\begin{equation}
-\frac{\Delta V_{\rm fd}}{d}=\frac{q\Delta N}{C_i}+\frac{q\Delta N}{2\varepsilon_s}\,d .
\end{equation}
The numerical solution of Poisson's equation was repeated for six thicknesses with the donor densities and the insulator held fixed. For this series $n_c$ was lowered to $10^{11}\ {\rm cm^{-3}}$, to make the electron term negligible.

\begin{center}
\begin{tabular}{ccc}
$d$ (nm) & $\Delta V_{\rm fd}$ (V) & $-\Delta V_{\rm fd}/d$ (mV/nm)\\
10 & $-0.9461$ & 94.6\\
20 & $-1.9283$ & 96.4\\
30 & $-2.9467$ & 98.2\\
40 & $-4.0013$ & 100.0\\
50 & $-5.0922$ & 101.8\\
60 & $-6.2192$ & 103.7
\end{tabular}
\end{center}

The last column rises by 1.8 mV/nm for each added 10 nm, within rounding. A cubic polynomial in $d/(40\ {\rm nm})$ was fitted to the six shifts. Its constant and cubic coefficients were both below 0.1 mV in magnitude, and the other two agreed with the linear and quadratic terms to the same margin.

The two terms would be equal at $d_{\rm eq}=2\varepsilon_s/C_i=513$ nm. For the donor densities of the example this is a formal thickness. The model has no holes, and it fails before the band bending becomes that large. After stress the bending across the 40 nm film is half of $qN_2d^2/\varepsilon_s$, or 0.43 V, and it grows as $d^2$. With a band gap of 3.1 eV, the Fermi level at the front of this film lies 2.39 eV above the valence band. That distance would be used up when
\begin{equation}
0.43\left(\frac{d}{40\ {\rm nm}}\right)^2\simeq0.43+2.39,
\end{equation}
which gives $d\simeq100$ nm. In equilibrium, holes would gather at the front before this thickness is reached, and they would screen the gate from the rest of the film. The quadratic term can still dominate in a thinner film if $C_i$ is large enough.

For a uniform change in donor density and no back-surface charge, the full-depletion voltage shifts by a term linear in $d$ and a term quadratic in $d$, apart from a small, bounded electron correction, and numerical solutions confirm this. It remains to see what changes when the donors vary with depth, the surfaces carry charge, depletion is defined differently, or deep states empty as the bands bend.

All numerical values are calculated from the stated model.
